\section*{Tip deflection of a cantilever line under pressure near its base}

\section{What goes wrong with the two easy guesses}

A trench between two tall, narrow lines is drying. Liquid fills its lowest 100 nm, the lines are 150 nm high, and suction in the liquid pulls them towards each other. How far does the top of a line move?

One guess applies the fully wet formula $pH^4/(8D)$ to the partly wet line. For the silicon lines worked out below this gives 5.22 nm. Another guess treats the wet part as the whole line and uses $ph^4/(8D)$, which gives 1.03 nm. Clamped bending theory gives 1.72 nm. The first guess loads a part of the line that is dry. The second forgets that the dry part, though unloaded, is carried round by the slope below it. The result needed is
\begin{equation}
u(H)=\frac{p\,h^3(4H-h)}{24D}. \label{main}
\end{equation}

\section{The line and its bending law}

Let $z$ be the height above the base, $x$ the distance from the mid-plane of the line towards the liquid, and $u(z)$ the deflection, positive towards the liquid. The line has uniform width $w$ and height $H$ and is long in the third direction, so forces and moments are taken per unit length of line. The base is clamped, $u(0)=u'(0)=0$, and the top is free. A net lateral pressure $p$, uniform and fixed, acts on $0<z<h$, with $0<h\le H$. Slopes are small; shear, axial load and yielding of the base are left out until the end.

When the line bends towards $+x$, a vertical fibre at $x$ has strain $\varepsilon_z=-xu''$. With stress $\sigma_z=E'\varepsilon_z$, the moment carried by the section is
\begin{equation}
M=-\int_{-w/2}^{w/2}x\,\sigma_z\,dx
=E'u''\int_{-w/2}^{w/2}x^2dx=Du'',\qquad D=\frac{E'w^3}{12}. \label{bend}
\end{equation}
Here $M$ is positive when the loads above the section turn the line towards the liquid. The modulus $E'$ belongs to a material that cannot strain along the line but is free of stress across its width.

\section{Simple case: one force}

Put a single lateral force $F$ per unit length at height $s$. Below it the moment is $F(s-z)$; above it the moment is zero. Integrating $Du''=F(s-z)$ twice from the clamp gives, for $z\le s$,
\begin{equation}
Du'=F\left(sz-\frac{z^2}{2}\right),\qquad
Du=F\left(\frac{sz^2}{2}-\frac{z^3}{6}\right).
\end{equation}
At the force, therefore, $u'(s)=Fs^2/(2D)$ and $u(s)=Fs^3/(3D)$. Above it $u''=0$, so the line is straight and keeps the slope it has at $s$:
\begin{equation}
u(H)=\frac{Fs^3}{3D}+(H-s)\frac{Fs^2}{2D}
=\frac{Fs^2(2s+3H-3s)}{6D}=\frac{Fs^2(3H-s)}{6D}. \label{point}
\end{equation}
Limit: for $s=H$ this is $FH^3/(3D)$, the deflection of a cantilever loaded at its end.

\section{From one force to a pressure}

The bending law is linear, so deflections add. The strip between $s$ and $s+ds$ carries the force $p\,ds$. Summing (\ref{point}) over the wet part,
\begin{align}
u(H)&=\int_0^h\frac{p\,s^2(3H-s)}{6D}\,ds
=\frac{p}{6D}\left(Hh^3-\frac{h^4}{4}\right)\nonumber\\
&=\frac{p\,h^3(4H-h)}{24D},
\end{align}
which is (\ref{main}).

The shape of the line gives a second route and shows where the motion comes from. At a height $z<h$, the load above the cut has moment
\begin{equation}
M(z)=\int_z^h p(s-z)\,ds=\frac{p(h-z)^2}{2}.
\end{equation}
Integrate $Du''=M$ with zero slope at the clamp, and then integrate again up to $h$:
\begin{align}
u'(z)&=\frac{p}{6D}\left[h^3-(h-z)^3\right],
&u'(h)&=\frac{ph^3}{6D},\\
u(h)&=\frac{p}{6D}\left[h^4-\frac{h^4}{4}\right]
&&=\frac{ph^4}{8D}.
\end{align}
There is no point force or couple at $h$, and the line is unbroken, so deflection and slope are continuous. The dry part is straight:
\begin{equation}
u(H)=\frac{ph^4}{8D}+(H-h)\frac{ph^3}{6D}
=\frac{ph^3(3h+4H-4h)}{24D}=\frac{ph^3(4H-h)}{24D}.
\end{equation}

\subsection*{Limits}

For $h=H$ the result becomes $pH^4/(8D)$, the fully loaded cantilever. For $h\ll H$ it becomes $ph^3H/(6D)$: nearly all the tip motion is then the slope at $h$ multiplied by the height of the line. At the same $p$, $H$ and $D$, the ratio to full wetting is
\begin{equation}
\frac{u(H)}{pH^4/(8D)}=\frac13\left(\frac hH\right)^3\left(4-\frac hH\right).
\end{equation}
At $h/H=2/3$ this is 0.329. Two thirds of the load produces one third of the deflection, because the missing load had the longest lever arms.

As a numerical test, the elastic energy of the beam was minimised with cubic elements for $h/H=0.05$, $0.3$, $2/3$, $0.9$ and $1$. The deflection at $h$, the slope at $h$ and the tip deflection agreed with the formulas to within one part in $10^6$.

\section{Numbers for a drying trench}

Take two silicon lines on a (001) wafer, running along [110], with isopropanol between them and dry trenches outside. The inputs are rough typical values: $w=12$ nm, $H=150$ nm, $h=100$ nm, gap $S=24$ nm, surface tension $\gamma=21$ mN/m, contact angle $\theta=10^\circ$. The elastic constants are model inputs chosen close to those of silicon: $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa. In nN and nm, 1 GPa is 1 nN/nm$^2$ and 21 mN/m is 0.021 nN/nm.

\textbf{Pressure.} Per unit length, the two walls pull the meniscus up with $2\gamma\cos\theta$. This balances the pressure drop acting across the gap, $pS$. The liquid is thus below gas pressure by
\begin{equation}
p=\frac{2\gamma\cos\theta}{S}=\frac{2(0.021)(0.985)}{24}
=1.723\times10^{-3}\ \mathrm{nN/nm^2},
\end{equation}
or 1.723 MPa. The outer face feels gas pressure, so the net push is towards the liquid. If the trenches on both sides of an upright line had the same gap and the same liquid level, the pushes would cancel.

\textbf{Rigidity.} The width direction lies at $45^\circ$ to the cube axes. A strain $\varepsilon$ along it means strains $\varepsilon/2$ along both in-plane cube axes and an engineering shear of magnitude $\varepsilon$ between them. Equating energies,
\begin{equation}
\tfrac12C'\varepsilon^2=\tfrac12\left[2C_{11}\frac{\varepsilon^2}{4}
+2C_{12}\frac{\varepsilon^2}{4}+C_{44}\varepsilon^2\right]
\ \Rightarrow\ C'=\frac{C_{11}+C_{12}}2+C_{44}=195\ \mathrm{GPa}.
\end{equation}
Zero stress across the width requires $C'\varepsilon_x+C_{12}\varepsilon_z=0$. Substituting this $\varepsilon_x$ into $\sigma_z=C_{12}\varepsilon_x+C_{11}\varepsilon_z$ gives
\begin{equation}
E'=C_{11}-\frac{C_{12}^2}{C'}=166-\frac{64^2}{195}=145.0\ \mathrm{GPa},
\end{equation}
and $D=145.0\times12^3/12=20879$ nN\,nm (from the unrounded modulus), or $2.088\times10^{-14}$ N\,m.

\textbf{Deflection.}
\begin{equation}
u(H)=\frac{(1.723\times10^{-3})(100^3)(600-100)}{24\times20879}=1.72\ \mathrm{nm}.
\end{equation}
Of this, 1.03 nm is reached at the liquid level and 0.69 nm is added by the straight dry part. The slope there is 13.8 mrad, small enough for the linear curvature used in (\ref{bend}).

\section{Releasing the assumptions}

\subsection*{The gap closes as the lines bend}

Both lines move inward, so the gap at the meniscus is $S-2u$, where $u$ now stands for $u(h)$. Keep $h$ fixed and ignore the tilt of the walls in the pressure law. With $u_0=ph^4/(8D)$ evaluated at the original gap,
\begin{equation}
u=\frac{u_0S}{S-2u}\ \Rightarrow\ 2u^2-Su+u_0S=0
\ \Rightarrow\ u=\frac S4\left[1-\sqrt{1-\frac{8u_0}{S}}\right].
\end{equation}
The minus sign selects the root that tends to $u_0$ for weak loading. Here $u_0=1.032$ nm, and the tip deflection grows by 10.5\% to 1.90 nm. For $u_0>S/8=3$ nm there is no real root: within this model the pair has no equilibrium at that liquid level, and (\ref{main}) with a fixed $p$ fails altogether.

This limit matters for the history of the trench. Since $u_0\propto h^4$, it is reached at $h=100\,(3/1.032)^{1/4}\approx131$ nm, and the further effects below lower it to about 124 nm. With dry outer trenches, a pair that starts full would therefore close before the level fell to 100 nm. The example presupposes a pair that is still apart when the level gets there.

\subsection*{The base yields}

The clamp is really more silicon, and the base moment $M_0=ph^2/2=8.617$ nN tilts it. To estimate the tilt, treat the substrate as an isotropic half-plane with the same $E'$. A line load $P$ pushing into its surface produces the radial stress $\sigma_r=-2P\cos\varphi/(\pi r)$, where $\varphi$ is measured from the inward normal and the other stresses vanish. Its resultant over a half-circle is $-P$, as balance requires. Integrating the strain $\sigma_r/E'$ over $r$ gives a radial displacement $-(2P/\pi E')\cos\varphi\ln r$ plus a function of $\varphi$. The hoop strain contains no logarithm, so the displacement along $\varphi$ must contain $(2P/\pi E')\sin\varphi\ln r$. At the surface, $\varphi=\pi/2$, this points outward. The inward displacement is therefore $-(2P/\pi E')\ln r$ plus a constant.

Let the line press with the linear traction $q=12M_0x/w^3$, whose moment is $M_0$. Define the tilt $\alpha$ by equal work, $M_0\alpha=\int qv\,dx$, where $v$ is the inward displacement. Adding the effects of the line loads $q(s)\,ds$ at positions $s$ across the width gives $v(x)=-(2/\pi E')\int q(s)\ln|x-s|\,ds$ plus a constant. The constant drops out because $q$ has no resultant. With $x=w\xi$ and $s=w\eta$,
\begin{equation}
\alpha=-\frac{288M_0}{\pi E'w^2}\,I,\qquad
I=\iint_{-1/2}^{1/2}\xi\eta\ln|\xi-\eta|\,d\xi\,d\eta.
\end{equation}
Set $t=|\xi-\eta|$ and let $c$ be the mean of $\xi$ and $\eta$. Then $\xi\eta=c^2-t^2/4$ with $|c|<(1-t)/2$. Integrating over $c$, counting both signs of $\xi-\eta$, and using $\int_0^1t^n\ln t\,dt=-1/(n+1)^2$,
\begin{equation}
I=2\int_0^1\ln t\left[\frac{(1-t)^3}{12}-\frac{t^2(1-t)}4\right]dt
=2\left[-\frac{25}{576}+\frac{7}{576}\right]=-\frac1{16}.
\end{equation}
Hence $\alpha=(18/\pi)M_0/(E'w^2)$, and the tip gains
\begin{equation}
\alpha H=\frac{5.73\times8.617}{145.0\times144}\times150=0.355\ \mathrm{nm}.
\end{equation}
A two-dimensional elastic calculation with the cubic constants gives a tip deflection of 1.726 nm on a rigid base and 1.996 nm on a silicon substrate. The difference, 0.270 nm, is 24\% below the estimate. The estimate ignores anisotropy and the lateral force on the base, and it assumes the traction profile. The two-dimensional calculation has a finite substrate and a finite mesh. Refining the mesh raises the rigid-base value by about 0.002 nm; refining the mesh and enlarging the substrate raise the difference from 0.270 to about 0.282 nm, which is still about one fifth below the estimate. The shares of the neglected effects in the remaining discrepancy were not separated.

\subsection*{Shear}

The lateral force at height $z$ is $Q=p(h-z)$. In a rectangular section the shear stress is parabolic, $\tau=(3Q/2w)(1-4x^2/w^2)$, so $\int\tau^2dx=6Q^2/(5w)$. Equating shear energies gives a mean shear angle $Q/(\tfrac56C_{44}w)$. Its integral over the wet part is
\begin{equation}
\frac{ph^2}{2\cdot\frac56C_{44}w}
=\frac{(1.723\times10^{-3})(10^4)}{2\times800}=0.011\ \mathrm{nm}.
\end{equation}
Bending plus shear is then 1.730 nm, within 0.3\% of the two-dimensional value on a rigid base.

\subsection*{The liquid surface pulls at its edge}

In the macroscopic force balance, the meniscus pulls the wet face at height $h$ with $\gamma\sin\theta$ into the gap and $\gamma\cos\theta$ downward. The sideways force is the simple case again. Equation (\ref{point}) with $F=0.00365$ nN/nm and $s=h$ gives 0.102 nm.

Suppose first that wetting leaves the surface stress of the solid unchanged. The downward force acts at $x=w/2$ and has moment $m=\gamma\cos\theta\,w/2=0.124$ nN about the mid-plane. It causes a uniform curvature $m/D$ below $h$, so the tip moves by
\begin{equation}
\frac{mh^2}{2D}+(H-h)\frac{mh}{D}=\frac{mh(2H-h)}{2D}=0.059\ \mathrm{nm}.
\end{equation}

This term depends on the solid surface. If the surface energies per actual area do not change with strain, wetting lowers the surface stress of the wet face by $\gamma\cos\theta$. The resulting moment cancels $m$, and the term is zero. The value 0.059 nm is kept in the total below.

The downward force, $P=\gamma\cos\theta$, also compresses the wet part and adds a moment $P[u(h)-u(z)]$. Alone, this moment sustains the shape $1-\cos(\pi z/2h)$ when $P$ reaches $P_c=\pi^2D/(4h^2)$. For a deflection near that shape the relative increase is about $P/P_c=0.40\%$. The beam calculation gives 0.41\% at the tip. This holds for a force of fixed direction. The real pull keeps the angle $\theta$ to the tilted wall, so its sideways part falls to $\gamma\sin[\theta-u'(h)]$, which lowers the tip by about 0.46\%, and the same tilt raises the pressure by about 0.23\%. These tilt terms are left out of the total below; together they change it by less than 0.01 nm.

\subsection*{All together}

Letting these effects act at once, with the half-plane estimate for the base, gives a tip deflection of 2.59 nm, 1.51 times the value from (\ref{main}). This exceeds the sum of the separate additions, mainly because each extra deflection at $h$ narrows the gap and raises the pressure, which drives the other terms too. A smaller part arises because the pull at the liquid's edge also tilts the yielding base. The base estimate was higher than the two-dimensional result, so 2.6 nm probably errs on the high side. If the moment $m$ of the downward pull is cancelled by a change in surface stress, the total falls to about 2.5 nm. The tips remain 18.8 nm apart at this liquid level. This describes a pair that was still apart when the level reached 100 nm; it does not show that the pair survives drying from a full trench.

\section{Beside a real wafer}

The height is 12.5 times the width, which makes the line slender enough for shear to be negligible here. Of the assumptions released above, the rigid base and the constant gap matter most for this pair. They account for most of the 51\% correction. Formula (\ref{main}) is therefore the clamped bending part of the answer and, for this pair, an underestimate.

Uncertain inputs matter as well. The following figures use (\ref{main}), with all other inputs fixed.
\begin{itemize}
\item A line 1 nm narrower, at the same gap, deflects 2.23 nm, 30\% more, since $D\propto w^3$.
\item A line short enough to strain freely along its length has the smaller modulus $C_{11}-2C_{12}^2/(C_{11}+C_{12})=130.4$ GPa and deflects 1.91 nm, 11\% more. This changes the modulus alone; end effects are not included.
\item A rinse 50 K warmer, with surface tension falling by roughly 0.08 mN/m per kelvin, has $\gamma=17$ mN/m and gives 1.39 nm, 19\% less.
\end{itemize}

The elastic constants are bulk values; a line only 12 nm wide may have a different effective stiffness, and (\ref{main}) scales as $1/E'$. Tapered walls, surface oxide, suction on the trench floor, unequal liquid levels in neighbouring trenches and adhesion after contact lie outside the model and were not sized. The numerical output lists the main values used here.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS (rough typical values)
line width w: 12 nm
line height H: 150 nm
wet height h: 100 nm
gap S: 24 nm
surface tension: 21.0 mN/m
contact angle: 10 degrees
C11, C12, C44: 166, 64, 80 GPa
MAIN RESULT
pressure p: 1.723 MPa
stiffness C' across the width: 195.0 GPa
plate modulus E': 145.0 GPa
rigidity D: 20879 nN nm
rigidity D converted: 2.088e-14 N m
base moment per length: 8.617 nN
deflection at h: 1.032 nm
slope at h: 13.76 mrad
rise over straight dry part: 0.688 nm
tip deflection, formula: 1.720 nm
tip deflection, beam elements: 1.720 nm
tip if wet to the top at same p: 5.223 nm
ratio partly wet / fully wet: 0.3292 (no unit)
NEGLECTED EFFECTS (tip)
gap closure alone, tip becomes: 1.900 nm
gap closure alone, change: 10.5 %
base compliance estimate adds: 0.355 nm
base compliance, 2D elasticity adds: 0.270 nm
shear adds: 0.0108 nm
2D elasticity, rigid base, tip: 1.726 nm
2D elasticity, silicon substrate, tip: 1.996 nm
sideways pull at contact line adds: 0.102 nm
downward pull on the face adds: 0.059 nm
axial compression, computed change: 0.41 %
axial compression, estimate: 0.40 %
combined estimate, tip: 2.592 nm
combined estimate / formula: 1.51 (no unit)
gap left at the tips, combined: 18.8 nm
CHANGED INPUTS (formula only)
modulus of short line along [001]: 130.4 GPa
tip with that modulus: 1.912 nm
tip with width smaller by 1 nm: 2.233 nm
rinse warmer by: 50 K
surface tension loss per kelvin: 0.08 mN/m/K
surface tension when warm: 17.0 mN/m
tip with warm rinse: 1.392 nm
\end{verbatim}
